**Enumerated field weights on a four-site Hubbard cluster**

The program enumerates all 65536 auxiliary fields $s$ for four time slices at $U=4t$ and $\beta=4/t$, where $t$ is the ring hopping, $t'$ the diagonal hopping and $\mu$ the chemical potential. The weight is $W=D_\uparrow D_\downarrow$, with $D_\sigma=\det(1+B_\sigma)$ and $B_\sigma$ the product of the slice matrices for spin $\sigma$. It asserts that the determinants agree with Fock-space traces for every field, that the summed weights reproduce a partition function computed without fields, and that the particle-hole identity holds with $\mu$ and $t'$ both nonzero. It also asserts that the symmetric ring and the doped open chain have no negative weights, whereas the doped ring and the half-filled ring with $t'=0.8t$ do. The output shows 512 negative fields for the ring at $\mu=-t$ and 10048 for the ring with $t'=0.8t$, with average signs of 0.9987 and 0.812. Two designed fields are resolved by particle number, showing a negative two-electron trace in one and a negative three-electron trace in the other. The time step is coarse, as the printed values of $\ln Z$ show, but negative weights are also found when the same fields are held over four finer steps.

## Numerical check

```python
"""Sign of auxiliary-field weights on a four-site Hubbard cluster.

H = sum K_ij c+_i c_j - mu N + U sum (n_up-1/2)(n_dn-1/2), energies in units of t.
K: -t on ring bonds, -tp on diagonals. Fields s=+-1 couple to n_up-n_dn.
Weight W(s) = D_up D_dn, D = det(1+B), B = product of slice matrices.
Result under test:
  D_dn(mu,tp) = D_up(-mu,-tp) exp(-lambda*sum(s) + 4*beta*mu),
so W >= 0 at mu=tp=0, while doping or tp permits W < 0 (found by enumeration).
Fock-space traces, resolved by particle number, are the independent reference.
"""
import numpy as np
from mpmath import mp
from types import SimpleNamespace
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.special import logsumexp

T, U, BETA, SLICES = 1.0, 4.0, 4.0, 4
DTAU = BETA / SLICES
LAM = np.arccosh(np.exp(U * DTAU / 2))
MU_DOPED, TP_MAIN = -1.0, 0.8
BITS = np.array([[(p >> i) & 1 for i in range(4)] for p in range(16)])
FIELDS = 2 * BITS - 1
NUMBER = BITS.sum(axis=1)
mp.dps = 50


def hopping(tp=0.0, closed=True):
    K = np.zeros((4, 4))
    for i, j in [(0, 1), (1, 2), (2, 3)] + ([(3, 0)] if closed else []):
        K[i, j] = K[j, i] = -T
    for i, j in [(0, 2), (1, 3)]:
        K[i, j] = K[j, i] = -tp
    return K


def annihilator(i):
    A = np.zeros((16, 16))
    for state in range(16):
        if (state >> i) & 1:
            below = bin(state & ((1 << i) - 1)).count("1")
            A[state ^ (1 << i), state] = (-1) ** below
    return A


C = [annihilator(i) for i in range(4)]


def fock_hopping(K):
    return sum(K[i, j] * C[i].T @ C[j] for i in range(4) for j in range(4))


def sector_traces(K, mu, spin, repeat=1):
    """Fock trace at each particle number 0..4, for all 65536 fields.
    With repeat > 1 every field is held over that many finer time steps."""
    step = DTAU / repeat
    lam = np.arccosh(np.exp(U * step / 2))
    F = expm(-step * fock_hopping(K))
    result = []
    for n in range(5):
        idx = np.flatnonzero(NUMBER == n)
        d = len(idx)
        kick = np.exp(spin * lam * FIELDS @ BITS[idx].T + step * mu * n)
        mats = F[np.ix_(idx, idx)][None] * kick[:, None, :]
        mats = np.linalg.matrix_power(mats, repeat)
        pair = (mats[:, None] @ mats[None]).reshape(256, d, d)
        left = pair.reshape(256, -1)
        right = pair.transpose(0, 2, 1).reshape(256, -1)
        result.append((left @ right.T).reshape(-1))
    return np.array(result)


def ensemble(K, mu, repeat=1):
    up = sector_traces(K, mu, +1, repeat)
    dn = sector_traces(K, mu, -1, repeat)
    d_up, d_dn = up.sum(axis=0), dn.sum(axis=0)
    margin = np.minimum(abs(d_up) / abs(up).sum(axis=0),
                        abs(d_dn) / abs(dn).sum(axis=0))
    w = d_up * d_dn
    return SimpleNamespace(up=up, dn=dn, d_up=d_up, d_dn=d_dn, w=w,
                           margin=margin, negative=int((w < 0).sum()),
                           sign=w.sum() / abs(w).sum())


def slice_matrices(K, mu, spin):
    E = expm(-DTAU * (K - mu * np.eye(4)))
    return E[None] * np.exp(spin * LAM * FIELDS)[:, None, :]


def product_determinants(K, mu, spin):
    """det(1+B) from the explicit product B: exposed to rounding."""
    mats = slice_matrices(K, mu, spin)
    pair = (mats[:, None] @ mats[None]).reshape(256, 4, 4)
    full = (pair[:, None] @ pair[None]).reshape(-1, 4, 4)
    return np.linalg.det(np.eye(4) + full)


def block_determinants(K, mu, spin, chunk=4096):
    """det(1+B) from a block-cyclic matrix; the product B is never formed."""
    mats = slice_matrices(K, mu, spin)
    result = np.empty(65536)
    for start in range(0, 65536, chunk):
        index = np.arange(start, start + chunk)
        M = np.tile(np.eye(16), (chunk, 1, 1))
        for l, shift in enumerate((12, 8, 4, 0)):
            block = mats[(index >> shift) & 15]
            nxt = (l + 1) % 4
            M[:, 4*l:4*l+4, 4*nxt:4*nxt+4] = block if nxt == 0 else -block
        result[start:start + chunk] = np.linalg.det(M)
    return result


def precise_determinant(K, mu, spin, index):
    """det(1+B) from the explicit product with 50 digits, for one field."""
    lam = mp.acosh(mp.exp(mp.mpf(U) * DTAU / 2))
    E = mp.expm(mp.matrix((-DTAU * (K - mu * np.eye(4))).tolist()))
    B = mp.eye(4)
    for shift in (12, 8, 4, 0):
        s = FIELDS[(index >> shift) & 15]
        B = B * E * mp.diag([mp.exp(spin * lam * int(x)) for x in s])
    return float(mp.det(mp.eye(4) + B))


N_TOTAL = (NUMBER[:, None] + NUMBER[None, :]).reshape(-1)
V_DIAG = U * ((BITS[:, None, :] - 0.5) * (BITS[None, :, :] - 0.5)).sum(axis=2).reshape(-1)


def field_free_diagonal(K):
    """Diagonal of the Trotter product at mu=0, without auxiliary fields."""
    F = expm(-DTAU * fock_hopping(K))
    step = np.kron(F, F) * np.exp(-DTAU * V_DIAG)[None, :]
    return np.diag(np.linalg.matrix_power(step, SLICES))


def filling(diagonal, mu):
    p = diagonal * np.exp(BETA * mu * N_TOTAL)
    return (p * N_TOTAL).sum() / p.sum() / 4


def half_filling_mu(K):
    diagonal = field_free_diagonal(K)
    return brentq(lambda m: filling(diagonal, m) - 1, -5, 5, xtol=1e-12)


def log_z_continuous(K, mu):
    h = fock_hopping(K)
    H = np.kron(h, np.eye(16)) + np.kron(np.eye(16), h) + np.diag(V_DIAG - mu * N_TOTAL)
    return logsumexp(-BETA * np.linalg.eigvalsh(H))


def field_index(plus_sites):
    index = 0
    for sites in plus_sites:
        index = 16 * index + sum(1 << (int(site) - 1) for site in sites)
    return index


def field_text(index):
    patterns = [(index >> shift) & 15 for shift in (12, 8, 4, 0)]
    return " | ".join("".join("+" if b else "-" for b in BITS[p]) for p in patterns)


SLICE_SUM = FIELDS.sum(axis=1)
FIELD_SUM = (SLICE_SUM[:, None, None, None] + SLICE_SUM[None, :, None, None]
             + SLICE_SUM[None, None, :, None] + SLICE_SUM[None, None, None, :]).reshape(-1)

ring, frustrated, chain = hopping(), hopping(TP_MAIN), hopping(closed=False)
mu_half = half_filling_mu(frustrated)
cases = {"symmetric": (ring, 0.0), "doped": (ring, MU_DOPED),
         "tp": (frustrated, mu_half), "chain": (chain, MU_DOPED)}
data = {name: ensemble(*args) for name, args in cases.items()}

# Every determinant against its Fock trace; summed weights against a field-free trace.
# Errors are relative to the sum of the absolute sector traces. Tolerances allow for
# rounding where the leading paths of a field cancel.
worst_block = worst_product = worst_precise = worst_sum = 0.0
log_z = {}
for name, (K, mu) in cases.items():
    e = data[name]
    for spin, traces in ((1, e.up), (-1, e.dn)):
        total, scale = traces.sum(axis=0), abs(traces).sum(axis=0)
        block_error = abs(block_determinants(K, mu, spin) - total) / scale
        product_error = abs(product_determinants(K, mu, spin) - total) / scale
        k = int(np.argmax(product_error))
        precise_error = abs(precise_determinant(K, mu, spin, k) - total[k]) / scale[k]
        worst_block = max(worst_block, block_error.max())
        worst_product = max(worst_product, product_error[k])
        worst_precise = max(worst_precise, precise_error)
    z_fields = e.w.sum() * (0.5 * np.exp(-U * DTAU / 4)) ** (4 * SLICES)
    z_free = (field_free_diagonal(K) * np.exp(BETA * mu * N_TOTAL)).sum()
    worst_sum = max(worst_sum, abs(z_fields / z_free - 1))
    log_z[name] = (np.log(z_free), log_z_continuous(K, mu))
    assert e.margin.min() > 1e-9  # no sign is decided by rounding
assert worst_precise < 1e-6, worst_precise
assert worst_block < 1e-5, worst_block
assert worst_sum < 1e-8, worst_sum

# Particle-hole identity with both breaking terms present, for every field.
mu_test, tp_test = 0.3, 0.4
lhs = sector_traces(hopping(tp_test), mu_test, -1)
rhs = sector_traces(hopping(-tp_test), -mu_test, +1).sum(axis=0)
rhs = rhs * np.exp(-LAM * FIELD_SUM + 4 * BETA * mu_test)
ph_error = (abs(lhs.sum(axis=0) - rhs) / abs(lhs).sum(axis=0)).max()
assert ph_error < 1e-6, ph_error


def site_signs_reverse(K):
    return any(np.allclose(s[:, None] * K * s[None, :], -K) for s in FIELDS)


assert site_signs_reverse(ring) and not site_signs_reverse(frustrated)
trace_k3 = np.trace(np.linalg.matrix_power(frustrated, 3))
assert np.isclose(trace_k3, -24 * T**2 * TP_MAIN)

sym, doped, tpcase, open_chain = (data[k] for k in ("symmetric", "doped", "tp", "chain"))
both_negative = int(((sym.d_up < 0) & (sym.d_dn < 0)).sum())
assert sym.negative == 0 and both_negative > 0
assert sym.up[1].min() > 0 and sym.up[3].min() > 0 and sym.up[2].min() < 0
assert doped.negative > 0 and tpcase.negative > 0
assert open_chain.negative == 0
assert min(open_chain.d_up.min(), open_chain.d_dn.min()) >= 1 - 1e-9
density_sym = filling(field_free_diagonal(ring), 0.0)
density_doped = filling(field_free_diagonal(ring), MU_DOPED)
density_tp = filling(field_free_diagonal(frustrated), mu_half)
assert abs(density_sym - 1) < 1e-10 and abs(density_tp - 1) < 1e-10
assert density_doped < 0.999

# Designed fields: a pair exchanging round the ring, and a hole led round a triangle.
i_pair = field_index(["123", "12", "124", "14"])
i_hole = field_index(["234", "134", "124", "124"])
assert sym.w[i_pair] > 0 and doped.w[i_pair] < 0
assert doped.up[2, i_pair] < 0 < doped.d_dn[i_pair]
assert tpcase.w[i_hole] < 0 and tpcase.up[3, i_hole] < 0 < tpcase.dn[1, i_hole]
coefficients = sym.up[:, i_pair]
mu_change = brentq(lambda m: (coefficients * np.exp(BETA * m * np.arange(5))).sum(), -1, 0)

# Same fields held over four finer steps; near-zero determinants are not counted.
fine_counts = {}
for name in ("symmetric", "doped", "tp"):
    fine = ensemble(*cases[name], repeat=4)
    fine_counts[name] = int(((fine.w < 0) & (fine.margin > 1e-4)).sum())
assert fine_counts["symmetric"] == 0 and fine_counts["tp"] > 0

print(f"t = {T:g}, U = {U:g} (units of t); beta = {BETA:g} (1/t)")
print(f"slices = {SLICES}, dtau = {DTAU:g} (1/t), lambda = {LAM:.6f}")
print(f"number of fields = {sym.w.size}")
print(f"largest relative error vs Fock trace, block determinant = {worst_block:.1e}")
print(f"  explicit product B in double precision = {worst_product:.1e}")
print(f"  its worst fields recomputed with 50 digits = {worst_precise:.1e}")
print(f"largest relative error, summed weights vs field-free Z = {worst_sum:.1e}")
print(f"particle-hole identity at mu={mu_test}, tp={tp_test}: error = {ph_error:.1e}")
print(f"Tr K^3 at tp={TP_MAIN}: {trace_k3:.4f} t^3")
print(f"symmetric: fields with both determinants negative = {both_negative}")
print(f"mu for one electron per site at tp={TP_MAIN}: {mu_half:.6f} t")
print(f"electrons per site: symmetric {density_sym:.6f}, doped {density_doped:.6f}, tp {density_tp:.6f}")
for name, e in data.items():
    print(f"{name}: mu = {cases[name][1]:.4f} t, negative = {e.negative}, average sign = {e.sign:.8f}")
    print(f"  ln Z: four slices {log_z[name][0]:.5f}, continuous time {log_z[name][1]:.5f}")
print("Fields below: sites 1234 in each slice, slices separated by |")
for name in ("doped", "tp"):
    e = data[name]
    k = int(np.argmin(e.w))
    print(f"{name}, most negative field: {field_text(k)}")
    print(f"  D_up = {e.d_up[k]:.5e}, D_dn = {e.d_dn[k]:.5e}, W = {e.w[k]:.5e}")
for label, e, k in (("pair field, symmetric", sym, i_pair),
                    ("pair field, doped", doped, i_pair),
                    ("hole field, tp", tpcase, i_hole)):
    print(f"{label}: {field_text(k)}")
    print("  up traces N=0..4: " + ", ".join(f"{x:.4e}" for x in e.up[:, k]))
    print("  down traces N=0..4: " + ", ".join(f"{x:.4e}" for x in e.dn[:, k]))
    print(f"  D_up = {e.d_up[k]:.5e}, D_dn = {e.d_dn[k]:.5e}, W = {e.w[k]:.5e}")
print(f"pair field: D_up changes sign at mu = {mu_change:.6f} t")
for mu in (-0.1, -0.25, -0.5):
    e = ensemble(ring, mu)
    print(f"scan tp=0, mu={mu} t: negative = {e.negative}, average sign = {e.sign:.8f}")
for tp in (0.1, 0.2, 0.4):
    K = hopping(tp)
    mu = half_filling_mu(K)
    e = ensemble(K, mu)
    print(f"scan tp={tp} t, half filling mu={mu:.5f} t: negative = {e.negative}, sign = {e.sign:.8f}")
print("held fields, dtau = 0.25 (1/t), resolved negative weights: "
      + ", ".join(f"{k} {v}" for k, v in fine_counts.items()))
print("done: every assertion held")
```

Output:

```
t = 1, U = 4 (units of t); beta = 4 (1/t)
slices = 4, dtau = 1 (1/t), lambda = 2.688536
number of fields = 65536
largest relative error vs Fock trace, block determinant = 1.7e-12
  explicit product B in double precision = 2.9e-05
  its worst fields recomputed with 50 digits = 8.0e-14
largest relative error, summed weights vs field-free Z = 1.6e-15
particle-hole identity at mu=0.3, tp=0.4: error = 5.0e-14
Tr K^3 at tp=0.8: -19.2000 t^3
symmetric: fields with both determinants negative = 544
mu for one electron per site at tp=0.8: 0.607725 t
electrons per site: symmetric 1.000000, doped 0.969972, tp 1.000000
symmetric: mu = 0.0000 t, negative = 0, average sign = 1.00000000
  ln Z: four slices 28.78423, continuous time 25.10854
doped: mu = -1.0000 t, negative = 512, average sign = 0.99874582
  ln Z: four slices 12.90472, continuous time 9.53449
tp: mu = 0.6077 t, negative = 10048, average sign = 0.81218785
  ln Z: four slices 38.74336, continuous time 35.23842
chain: mu = -1.0000 t, negative = 0, average sign = 1.00000000
  ln Z: four slices 12.25430, continuous time 8.50774
Fields below: sites 1234 in each slice, slices separated by |
doped, most negative field: +-+- | ++-- | -+-- | -++-
  D_up = 6.92882e+04, D_dn = -7.08059e+06, W = -4.90601e+11
tp, most negative field: +-+- | +-+- | --++ | +--+
  D_up = -3.95037e+12, D_dn = 4.45465e+12, W = -1.75975e+25
pair field, symmetric: +++- | ++-- | ++-+ | +--+
  up traces N=0..4: 1.0000e+00, 2.1702e+07, -1.9602e+10, 1.3327e+11, 4.6824e+04
  down traces N=0..4: 1.0000e+00, 2.8462e+06, -4.1864e+05, 4.6348e+02, 2.1357e-05
  D_up = 1.13689e+11, D_dn = 2.42803e+06, W = 2.76041e+17
pair field, doped: +++- | ++-- | ++-+ | +--+
  up traces N=0..4: 1.0000e+00, 3.9748e+05, -6.5758e+06, 8.1884e+05, 5.2693e-03
  down traces N=0..4: 1.0000e+00, 5.2130e+04, -1.4044e+02, 2.8477e-03, 2.4034e-12
  D_up = -5.35946e+06, D_dn = 5.19906e+04, W = -2.78641e+11
hole field, tp: -+++ | +-++ | ++-+ | ++-+
  up traces N=0..4: 1.0000e+00, 1.2390e+10, 8.7684e+13, -4.8707e+16, 3.6630e+13
  down traces N=0..4: 1.0000e+00, 1.6014e+08, 3.9993e+04, 1.4598e+00, 7.6203e-06
  D_up = -4.85829e+16, D_dn = 1.60176e+08, W = -7.78183e+24
pair field: D_up changes sign at mu = -0.481088 t
scan tp=0, mu=-0.1 t: negative = 0, average sign = 1.00000000
scan tp=0, mu=-0.25 t: negative = 0, average sign = 1.00000000
scan tp=0, mu=-0.5 t: negative = 256, average sign = 0.99997986
scan tp=0.1 t, half filling mu=0.09707 t: negative = 960, sign = 0.99924203
scan tp=0.2 t, half filling mu=0.19310 t: negative = 3008, sign = 0.99562687
scan tp=0.4 t, half filling mu=0.37506 t: negative = 3776, sign = 0.97829255
held fields, dtau = 0.25 (1/t), resolved negative weights: symmetric 0, doped 704, tp 12160
done: every assertion held
```
